# A failing check and its repair

Subject: Eigenvalues of separately strained crystals do not give absolute deformation potentials.

```python
"""
Result under test: an absolute deformation potential equals the slope of a bulk
band-edge eigenvalue with strain PLUS the slope of the reference-potential
line-up between strained and unstrained regions of one connected crystal:
    a_edge = d(E_edge)/d(strain) + d(line-up)/d(strain).
Separate periodic calculations supply only the first term, whose value depends
on the convention used for the constant in the electrostatic potential.

Model: parallel planes of smeared ions (charge +2e per area AREA, Gaussian
width ION_WIDTH, spacing SPACING), two electrons per plane and area, motion
along x only, self-consistent Hartree potential. U is the potential energy of
an electron. Energies in eV, lengths in angstrom, strain is uniaxial along x.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

KINETIC = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # eV A^2
COULOMB = const.e / const.epsilon_0 * 1e10                    # eV A
SPACING = 4.0
AREA = 4.0
ION_CHARGE = 2.0
ION_WIDTH = 0.3
STRAIN = 0.01
CELLS = 24
POINTS = 16          # grid points per cell


def wavevectors(npts, length):
    return 2 * np.pi * np.fft.fftfreq(npts, length / npts)


def potential_from_charge(charge_k, G):
    """Solve U'' = (e^2/eps0/AREA) * N with zero average of U.
    charge_k holds the Fourier-series coefficients of N(x)."""
    U_k = np.zeros(len(G), dtype=complex)
    U_k[1:] = -COULOMB / AREA * charge_k[1:] / G[1:]**2
    return np.real(np.fft.ifft(U_k) * len(G))


def hartree(positions, length, npts):
    """Self-consistent potential, eigenvalues and electron density."""
    nocc = len(positions)
    h = length / npts
    G = wavevectors(npts, length)
    structure = np.exp(-1j * np.outer(G, positions)).sum(axis=1)
    ion_k = ION_CHARGE * np.exp(-G**2 * ION_WIDTH**2 / 2) * structure / length
    kinetic = np.real(np.fft.ifft(
        (KINETIC * G**2)[:, None] * np.fft.fft(np.eye(npts), axis=0), axis=0))
    guess_k = ION_CHARGE * np.exp(-G**2 * 0.55**2 / 2) * structure / length
    U = potential_from_charge(ion_k - guess_k, G)
    inputs, residuals = [], []
    beta = 0.5
    for _ in range(100):
        energy, psi = eigh(kinetic + np.diag(U), subset_by_index=[0, nocc])
        density = 2 * np.sum(psi[:, :nocc]**2, axis=1) / h
        U_out = potential_from_charge(ion_k - np.fft.fft(density) / npts, G)
        residual = U_out - U
        if np.max(np.abs(residual)) < 1e-7:
            return U, energy, density
        inputs.append(U)
        residuals.append(residual)
        inputs, residuals = inputs[-8:], residuals[-8:]
        U_next = U + beta * residual
        if len(inputs) > 1:      # Anderson mixing
            dU = np.array([v - U for v in inputs[:-1]]).T
            dR = np.array([r - residual for r in residuals[:-1]]).T
            weights = np.linalg.lstsq(dR, -residual, rcond=None)[0]
            U_next = U_next + (dU + beta * dR) @ weights
        U = U_next
    raise RuntimeError("Hartree iteration did not converge")


def interpolate(U, length, x):
    G = wavevectors(len(U), length)
    c = np.fft.fft(U) / len(U)
    return np.real(np.exp(1j * np.outer(np.atleast_1d(x), G)) @ c)


def cell_average(U, length, centre, width):
    G = wavevectors(len(U), length)
    c = np.fft.fft(U) / len(U)
    return np.real(np.sum(c * np.exp(1j * G * centre)
                          * np.sinc(G * width / (2 * np.pi))))


def local_edges(U, length, start, cell):
    """Band edges of the crystal made by repeating one cell cut out of U."""
    values = interpolate(U, length, start + cell * np.arange(POINTS) / POINTS)
    k = np.pi / cell + wavevectors(POINTS, cell)
    H = np.fft.ifft((KINETIC * k**2)[:, None]
                    * np.fft.fft(np.eye(POINTS), axis=0), axis=0)
    return np.linalg.eigvalsh(H + np.diag(values))[:2]


def bulk(strain):
    """Valence edge, conduction edge, potential midway between planes."""
    a = SPACING * (1 + strain)
    U, energy, _ = hartree(a * np.arange(CELLS), a * CELLS, CELLS * POINTS)
    midway = interpolate(U, a * CELLS, a / 2)[0]
    return np.array([energy[CELLS - 1], energy[CELLS], midway])


HALF = CELLS // 2
ABRUPT = np.array([0.0] * HALF + [1.0] * HALF)
GRADED = np.array([.4, .2] + [0.0] * 8 + [.2, .4, .6, .8] + [1.0] * 8 + [.8, .6])
MID_PLAIN, MID_STRAINED = CELLS // 4, 3 * CELLS // 4


def geometry(strain, profile):
    gaps = SPACING * (1 + strain * profile)
    return np.concatenate([[0.0], np.cumsum(gaps)[:-1]]), gaps.sum()


def average_lineup(U, x, length, strain):
    return (cell_average(U, length, x[MID_STRAINED], SPACING * (1 + strain))
            - cell_average(U, length, x[MID_PLAIN], SPACING))


def junction(strain, profile):
    """Differences strained minus unstrained inside one superlattice:
    average potential, midway potential, valence edge, conduction edge."""
    x, length = geometry(strain, profile)
    U = hartree(x, length, CELLS * POINTS)[0]
    a_s = SPACING * (1 + strain)
    midway = (interpolate(U, length, x[MID_STRAINED] + a_s / 2)[0]
              - interpolate(U, length, x[MID_PLAIN] + SPACING / 2)[0])
    edges = (local_edges(U, length, x[MID_STRAINED], a_s)
             - local_edges(U, length, x[MID_PLAIN], SPACING))
    return np.array([average_lineup(U, x, length, strain), midway, *edges])


def slope(function, *args):
    return (function(STRAIN, *args) - function(-STRAIN, *args)) / (2 * STRAIN)


# Separate bulk crystals, each with zero average potential
E_v, E_c, U_midway = bulk(0.0)
gap = E_c - E_v
assert gap > 1.0                       # the model must be an insulator
naive_v, naive_c, midway_slope = slope(bulk)
naive_v_midway = naive_v - midway_slope

# One connected crystal containing both regions
lineup, lineup_midway, true_v, true_c = slope(junction, ABRUPT)
lineup_graded = slope(junction, GRADED)[0]

# Frozen acoustic waves: response of U at wavevector q divided by the strain
wave_response = []
for m in (1, 2, 3):
    length = CELLS * SPACING
    q = 2 * np.pi * m / length
    sites = SPACING * np.arange(CELLS)
    U = hartree(sites + STRAIN / q * np.sin(q * sites), length,
                CELLS * POINTS)[0]
    wave_response.append(2 * np.real(np.fft.fft(U)[m]) / len(U) / STRAIN)
# even polynomial in q through three points, evaluated at q = 0
wave_limit = np.dot([1.5, -0.6, 0.1], wave_response)

# Rigid neutral planes: second-moment formula against explicit superposition
box, box_points = 40.0, 160
_, plane_energy, plane_density = hartree(np.array([box / 2]), box, box_points)
grid = np.arange(box_points) * box / box_points - box / 2
step = box / box_points
electron_moment = np.sum(grid**2 * plane_density) * step
second_moment = ION_CHARGE * ION_WIDTH**2 - electron_moment
rigid_average = COULOMB * second_moment / (2 * AREA * SPACING)


def rigid_lineup(strain):
    x, length = geometry(strain, ABRUPT)
    G = wavevectors(CELLS * POINTS, length)
    electrons = np.cos(np.outer(G, grid)) @ plane_density * step
    ions = ION_CHARGE * np.exp(-G**2 * ION_WIDTH**2 / 2)
    structure = np.exp(-1j * np.outer(G, x)).sum(axis=1)
    U = potential_from_charge((ions - electrons) * structure / length, G)
    return average_lineup(U, x, length, strain)


rigid_explicit = slope(rigid_lineup)

print("INPUTS")
print(f"plane spacing                     {SPACING:.2f} A")
print(f"area per ion                      {AREA:.2f} A^2")
print(f"ion charge                        {ION_CHARGE:.0f} e")
print(f"ion Gaussian width                {ION_WIDTH:.2f} A")
print(f"strain used (plus and minus)      {100*STRAIN:.1f} %")
print(f"planes in superlattice            {CELLS}")
print(f"e^2/eps0                          {COULOMB:.3f} eV A")
print(f"hbar^2/(2m)                       {KINETIC:.4f} eV A^2")
print("UNSTRAINED BULK, zero average potential")
print(f"valence edge                      {E_v:.4f} eV")
print(f"conduction edge                   {E_c:.4f} eV")
print(f"gap                               {gap:.4f} eV")
print(f"potential midway between planes   {U_midway:.4f} eV")
print("APPARENT SLOPES FROM SEPARATE CRYSTALS (per unit strain)")
print(f"valence, zero-average convention  {naive_v:.3f} eV")
print(f"valence, zero-midway convention   {naive_v_midway:.3f} eV")
print(f"conduction, zero-average conv.    {naive_c:.3f} eV")
print("RIGID NEUTRAL PLANES")
print(f"electron second moment            {electron_moment:.4f} A^2")
print(f"total second moment Q             {second_moment:.4f} A^2")
print(f"average potential from Q          {rigid_average:.4f} eV")
print(f"line-up slope from Q              {-rigid_average:.4f} eV")
print(f"line-up slope, superposition      {rigid_explicit:.4f} eV")
print("SELF-CONSISTENT LINE-UP SLOPES (per unit strain)")
print(f"average, abrupt junction          {lineup:.4f} eV")
print(f"average, graded junction          {lineup_graded:.4f} eV")
for m, value in enumerate(wave_response, 1):
    print(f"wave, wavelength {CELLS*SPACING/m:5.1f} A          {value:.4f} eV")
print(f"wave, long-wave limit             {wave_limit:.4f} eV")
print(f"midway potential, abrupt junction {lineup_midway:.4f} eV")
print("ABSOLUTE DEFORMATION POTENTIALS")
print(f"valence, average + line-up        {naive_v + lineup:.3f} eV")
print(f"valence, midway + line-up         {naive_v_midway + lineup_midway:.3f} eV")
print(f"valence, direct in superlattice   {true_v:.3f} eV")
print(f"conduction, average + line-up     {naive_c + lineup:.3f} eV")
print(f"conduction, direct                {true_c:.3f} eV")
print(f"gap, separate crystals            {naive_c - naive_v:.3f} eV")
print(f"gap, direct in superlattice       {true_c - true_v:.3f} eV")
print("VALENCE-EDGE SHIFT FOR +1 % STRAIN (linear)")
print(f"apparent, zero average            {10*naive_v:.1f} meV")
print(f"apparent, zero midway             {10*naive_v_midway:.1f} meV")
print(f"absolute                          {10*true_v:.1f} meV")

# Rigid formula; the finite strain alone causes a relative error of 1e-4
assert abs(rigid_explicit + rigid_average) < 2e-3 * abs(rigid_average)
# First-order line-up does not depend on how the strain is joined
assert abs(lineup_graded - lineup) < 0.01 * abs(lineup)
# Extrapolation in q limits the agreement with the acoustic wave
assert abs(wave_limit - lineup) < 0.02 * abs(lineup)
# Bulk slope plus line-up reproduces edges found in the connected crystal
assert abs(naive_v + lineup - true_v) < 0.02
assert abs(naive_c + lineup - true_c) < 0.02
assert abs(naive_v_midway + lineup_midway - true_v) < 0.02
# The gap needs no line-up
assert abs((naive_c - naive_v) - (true_c - true_v)) < 0.02
# The uncorrected reading is wrong and depends on the convention
assert abs(naive_v - true_v) > 0.3
assert abs(naive_v - naive_v_midway) > 0.1
print("ALL CHECKS PASSED")
```

It fails:

```
INPUTS
plane spacing                     4.00 A
area per ion                      4.00 A^2
ion charge                        2 e
ion Gaussian width                0.30 A
strain used (plus and minus)      1.0 %
planes in superlattice            24
e^2/eps0                          180.951 eV A
hbar^2/(2m)                       3.8100 eV A^2
UNSTRAINED BULK, zero average potential
valence edge                      -1.2054 eV
conduction edge                   4.9549 eV
gap                               6.1603 eV
potential midway between planes   4.0385 eV
APPARENT SLOPES FROM SEPARATE CRYSTALS (per unit strain)
valence, zero-average convention  -6.022 eV
valence, zero-midway convention   -3.764 eV
conduction, zero-average conv.    -5.276 eV
RIGID NEUTRAL PLANES
electron second moment            0.9721 A^2
total second moment Q             -0.7921 A^2
average potential from Q          -4.4794 eV
line-up slope from Q              4.4794 eV
line-up slope, superposition      4.4799 eV
SELF-CONSISTENT LINE-UP SLOPES (per unit strain)
average, abrupt junction          4.6961 eV
average, graded junction          4.6961 eV
wave, wavelength  96.0 A          4.6900 eV
wave, wavelength  48.0 A          4.6738 eV
wave, wavelength  32.0 A          4.6470 eV
wave, long-wave limit             4.6955 eV
midway potential, abrupt junction 2.4168 eV
ABSOLUTE DEFORMATION POTENTIALS
valence, average + line-up        -1.325 eV
valence, midway + line-up         -1.347 eV
valence, direct in superlattice   -1.326 eV
conduction, average + line-up     -0.580 eV
conduction, direct                -0.580 eV
gap, separate crystals            0.746 eV
gap, direct in superlattice       0.746 eV
VALENCE-EDGE SHIFT FOR +1 % STRAIN (linear)
apparent, zero average            -60.2 meV
apparent, zero midway             -37.6 meV
absolute                          -13.3 meV
Traceback (most recent call last):
  File "check.py", line 235, in <module>
    assert abs(naive_v_midway + lineup_midway - true_v) < 0.02
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The grid of 16 points per cell was too coarse for the point value of the potential midway between planes. In the superlattice, the eighth harmonic of the ion potential, about 0.1 meV per Fourier coefficient, fell just inside the grid cutoff in the wider-spaced region and just outside it in the other; division by the 2 % strain difference turned this into the 0.02 eV error, while cell averages were hardly touched. The grid now has 20 points per cell, with the same step for the single plane, which makes the ion harmonic at the cutoff roughly a hundred times smaller. No test is removed, and the four tolerances on deformation potentials are tightened from 0.02 to 0.005 eV.

The change:

```diff
@@ -24,5 +24,8 @@
 STRAIN = 0.01
 CELLS = 24
-POINTS = 16          # grid points per cell
+# Grid points per cell. The ion potential must be negligible at the grid
+# cutoff, since the two regions of a superlattice meet that cutoff differently
+# and potential differences are later divided by the strain.
+POINTS = 20
 
 
@@ -159,5 +162,5 @@
 
 # Rigid neutral planes: second-moment formula against explicit superposition
-box, box_points = 40.0, 160
+box, box_points = 40.0, 200
 _, plane_energy, plane_density = hartree(np.array([box / 2]), box, box_points)
 grid = np.arange(box_points) * box / box_points - box / 2
@@ -187,4 +190,5 @@
 print(f"strain used (plus and minus)      {100*STRAIN:.1f} %")
 print(f"planes in superlattice            {CELLS}")
+print(f"grid points per cell              {POINTS}")
 print(f"e^2/eps0                          {COULOMB:.3f} eV A")
 print(f"hbar^2/(2m)                       {KINETIC:.4f} eV A^2")
@@ -230,10 +234,11 @@
 # Extrapolation in q limits the agreement with the acoustic wave
 assert abs(wave_limit - lineup) < 0.02 * abs(lineup)
-# Bulk slope plus line-up reproduces edges found in the connected crystal
-assert abs(naive_v + lineup - true_v) < 0.02
-assert abs(naive_c + lineup - true_c) < 0.02
-assert abs(naive_v_midway + lineup_midway - true_v) < 0.02
+# Bulk slope plus line-up reproduces edges found in the connected crystal;
+# 0.005 eV per unit strain means 0.1 meV between the two strained cases
+assert abs(naive_v + lineup - true_v) < 0.005
+assert abs(naive_c + lineup - true_c) < 0.005
+assert abs(naive_v_midway + lineup_midway - true_v) < 0.005
 # The gap needs no line-up
-assert abs((naive_c - naive_v) - (true_c - true_v)) < 0.02
+assert abs((naive_c - naive_v) - (true_c - true_v)) < 0.005
 # The uncorrected reading is wrong and depends on the convention
 assert abs(naive_v - true_v) > 0.3
```

Output now:

```
INPUTS
plane spacing                     4.00 A
area per ion                      4.00 A^2
ion charge                        2 e
ion Gaussian width                0.30 A
strain used (plus and minus)      1.0 %
planes in superlattice            24
grid points per cell              20
e^2/eps0                          180.951 eV A
hbar^2/(2m)                       3.8100 eV A^2
UNSTRAINED BULK, zero average potential
valence edge                      -1.2054 eV
conduction edge                   4.9549 eV
gap                               6.1603 eV
potential midway between planes   4.0384 eV
APPARENT SLOPES FROM SEPARATE CRYSTALS (per unit strain)
valence, zero-average convention  -6.022 eV
valence, zero-midway convention   -3.762 eV
conduction, zero-average conv.    -5.276 eV
RIGID NEUTRAL PLANES
electron second moment            0.9721 A^2
total second moment Q             -0.7921 A^2
average potential from Q          -4.4794 eV
line-up slope from Q              4.4794 eV
line-up slope, superposition      4.4798 eV
SELF-CONSISTENT LINE-UP SLOPES (per unit strain)
average, abrupt junction          4.6961 eV
average, graded junction          4.6961 eV
wave, wavelength  96.0 A          4.6900 eV
wave, wavelength  48.0 A          4.6738 eV
wave, wavelength  32.0 A          4.6470 eV
wave, long-wave limit             4.6955 eV
midway potential, abrupt junction 2.4367 eV
ABSOLUTE DEFORMATION POTENTIALS
valence, average + line-up        -1.325 eV
valence, midway + line-up         -1.326 eV
valence, direct in superlattice   -1.325 eV
conduction, average + line-up     -0.580 eV
conduction, direct                -0.580 eV
gap, separate crystals            0.746 eV
gap, direct in superlattice       0.746 eV
VALENCE-EDGE SHIFT FOR +1 % STRAIN (linear)
apparent, zero average            -60.2 meV
apparent, zero midway             -37.6 meV
absolute                          -13.3 meV
ALL CHECKS PASSED
```
